# Why Graded Nanocrystal Interfaces Can Suppress Auger Recombination

**Q:** My nanocrystals hold two electrons and one hole. The pair recombines without light, and the spare electron is ejected. Why should the shape of the interface matter?

**A:** Because the ejected electron needs a large momentum. Take a planar slab with laterally uniform states, and conduction and valence bands that mirror each other. Let $2M(x)$ be the local gap, and $c=\hbar v$ with $v$ the band velocity. A state $(u,v)$, where $v$ is from here on the second envelope, obeys

$$c\,u'=(E+M)v,\qquad c\,v'=(M-E)u. \tag{1}$$

Energies are measured from midgap. In the well $M=M_0$; outside $|x|=b$ it is larger by $D$. The lowest electron state has energy $E_0$, with $u$ even and $v$ odd. Exchanging $u$ and $v$ in (1) reverses the sign of $E$, so $(v,u)$ is the hole state at $-E_0$. Recombination releases $2E_0$, and the second electron, of opposite spin, goes from $E_0$ to $E_f=3E_0$.

Where $M$ is constant, (1) gives $u''=-(E^2-M^2)u/c^2$. In the well, therefore,

$$k_0^2=\frac{E_0^2-M_0^2}{c^2},\qquad k_f^2=\frac{9E_0^2-M_0^2}{c^2},\qquad k_f^2-9k_0^2=\frac{8M_0^2}{c^2}>0.$$

Three confined factors enter the process: two for the recombining pair and one for the second electron. Together they supply at most $3k_0$, which is less than $k_f$. The rest must come from where $M$ changes.

**Q:** Does a sharp interface put more high wavevectors into the confined state?

**A:** Yes. Define $\tilde u(k)=\int u\,e^{-ikx}dx$. Two integrations by parts give $\tilde u=-k^{-2}\int u''e^{-ikx}dx$, so a slope jump $\Delta$ at $x_0$ contributes $-\Delta e^{-ikx_0}/k^2$. At an abrupt interface $u$ and $v$ are continuous, but by (1) their slopes jump at $x=b$ by $Dv(b)/c$ and $Du(b)/c$. At $-b$ the step has the opposite sign. With the parities of $u$ and $v$, the jumps there are $+Dv(b)/c$ and $-Du(b)/c$. At large $k$,

$$\tilde u\simeq-\frac{2Dv(b)}{ck^2}\cos kb,\qquad \tilde v\simeq\frac{2iDu(b)}{ck^2}\sin kb .$$

Now grade the interface over a length $w$:

$$M=M_0+\frac D2\left[2+\tanh\frac{x-b}{w}-\tanh\frac{x+b}{w}\right].$$

The nearest poles of $M$ lie $\pi w/2$ from the real axis. Solutions of (1) are analytic wherever $M$ is, so for $k>0$ the contour can be lowered by any $\eta<\pi w/2$. This produces a factor $e^{-k\eta}$.

At distance $z$ from a pole, $M\simeq\pm Dw/2z$ dominates (1), and $u\pm v$ behave as powers $z^{\pm s}$ with $s=Dw/2c$. The tail is thus $e^{-\pi wk/2}$ times powers $k^{-1\pm s}$. For an 8 nm slab with $w=1$ nm, the computed decay length, after removal of the mean factor $1/k$, is 1.52 nm; $\pi w/2$ is 1.57 nm.

**Q:** Can I square this tail at $k_f$ and call it the Auger suppression?

**A:** No. The ejected electron is in an eigenstate of the same well, not a plane wave, and is orthogonal to the initial state. A constant potential therefore ejects nothing, although the plane-wave component is not zero. In that 8 nm slab, grading with $w=1$ nm lowers the Fourier weight at $k_f$ by a factor of 11, but the size-averaged Auger rate falls only to 0.69 of its abrupt value.

**Q:** Then what is the amplitude?

**A:** The recombining pair has transition density $2uv/N$, with $N=\int(u^2+v^2)dx$. From (1),

$$c(u^2-v^2)'=2u(E_0+M)v-2v(M-E_0)u=4E_0uv,$$

so $2uv=(c/2E_0)(u^2-v^2)'$. Let $\Lambda$ collect the squared charge, the permittivity and the lateral area. For uniform permittivity the potential energy $W$ obeys $W''=-\Lambda\,2uv/N$. The density carries no net charge and the field vanishes far away, so

$$W'=-\frac{\Lambda c}{2E_0N}(u^2-v^2).$$

Let $(f,g)$ be the ejected state, with $f$ odd because $W$ is odd. Only the derivative terms of $H$ fail to commute with $W$, and $[H,W](u,v)=(-cW'v,\;cW'u)$. Taking this between eigenstates, with $E_f-E_0=2E_0$,

$$\langle f|W|0\rangle=\frac{c}{2E_0\sqrt N}\int W'(gu-fv)\,dx=-\Lambda\left(\frac{c}{2E_0}\right)^2\frac{J}{N^{3/2}},$$

$$J=\int(u^2-v^2)(gu-fv)\,dx. \tag{2}$$

For the rate, let the oscillation of $f$ far outside have amplitude $a$ and wavevector $k_o$, and let $M_o=M_0+D$. By (1), $g$ has amplitude $ack_o/(E_f+M_o)$. In a box of length $L$ the squared norm is $La^2E_f/(E_f+M_o)$. States of one parity have density $LE_f/(2\pi c^2k_o)$. The golden rule then gives

$$\Gamma=\frac{E_f+M_o}{\hbar c^2k_oa^2}\,|\langle f|W|0\rangle|^2 .$$

Rates from box eigenstates and an explicitly summed Coulomb potential agree with this to 0.22 % of the largest rate compared.

**Q:** Where in (2) is the interface?

**A:** It can be made explicit for a step of any height that leaves the ejected electron free. Collect the eight products $u^{3-j}v^jf$ and $u^{3-j}v^jg$, $j=0,\dots,3$, in a column $Y$. By (1) they obey a closed linear system $Y'=A(M)Y$. For example,

$$(u^3g)'=\frac{3(E_0+M)u^2vg+(M-E_f)u^3f}{c}.$$

The integrand of (2) is $G\cdot Y$ with a constant row $G$. Choose the row $l(M)$ so that $lA=G$. Then

$$(l\cdot Y)'=M'\frac{dl}{dM}\cdot Y+lAY=M'\frac{dl}{dM}\cdot Y+G\cdot Y .$$

Far away $Y$ vanishes, because each product has three confined factors. Integration gives

$$J=-\int M'(x)\,\frac{dl}{dM}\cdot Y\,dx. \tag{3}$$

The step requires $A$ to be invertible. In the well its eigenvalues are $i(\pm k_f\pm k_0)$ and $i(\pm k_f\pm3k_0)$, none of which is zero because momentum is missing. Where $M>E_0$, $\pm ik_0$ is replaced by a real decay constant, and again none vanishes.

So the gradient of the gap is the source of the Auger integral. An abrupt interface concentrates the source at a point. A graded one spreads it out. If the ejected wave oscillates over that length while $M'$ and the other factors vary smoothly and slowly, the contributions largely cancel. With the scale set by $u(0)=g(0)=1$, (3) reproduces (2) within $2\times10^{-10}$ nm for abrupt and graded versions of two slabs. For the 16 nm slab treated below, $|J|$ is $1.1\times10^{-2}$ nm when abrupt and $1.1\times10^{-4}$ nm with $w=3$ nm.

**Q:** Can you turn that cancellation into a formula?

**A:** Yes, for a weak step, $D\ll M_0$, with envelopes that vary slowly over $1/k_f$ and over the interface. Then $E_0\simeq M_0$ and $E_f\simeq3M_0$, while $v$ and $u'$ are of order $D^{1/2}$ and $v'$ is of order $D$. To leading order $J\simeq\int u^3g\,dx-\int u^2vf\,dx$. The terms with $v^2$ and $v^3$ are slow, and their slopes jump only at order $D^{3/2}$ or beyond.

In the first integral put $g=cf'/(E_f+M)$ and integrate by parts:

$$\int u^3g\,dx=-c\int f\left[\frac{3u^2u'}{E_f+M}-\frac{u^3M'}{(E_f+M)^2}\right]dx .$$

Since $cu'=(E_0+M)v$ and $(E_0+M)/(E_f+M)\simeq1/2$, this is

$$-\frac32\int u^2vf\,dx+\frac{c}{16M_0^2}\int M'u^3f\,dx .$$

The total coefficient of $\int u^2vf\,dx$ is therefore $-5/2$. In that integral use $f\simeq-cg'/(2M_0)$ and integrate by parts. The part $2uu'v$ of $(u^2v)'$ is nearly proportional to $uv^2$, so it is slow and drops out like the $v^2$ term above. In the remaining part use $cv'=(M-E_0)u$, and finally $g\simeq cf'/(4M_0)$ with a second integration by parts:

$$\int u^2vf\,dx\simeq\frac{1}{2M_0}\int gu^3(M-E_0)\,dx\simeq-\frac{c}{8M_0^2}\int M'u^3f\,dx .$$

Adding $5/16$ and $1/16$,

$$J\simeq\frac{3c}{8M_0^2}\int M'u^3f\,dx. \tag{4}$$

Near each interface take $u^3$ as constant and $f\propto\sin k_fx$. The gradient at $b$ is $(D/2w)\,\mathrm{sech}^2[(x-b)/w]$. With $t=(x-b)/w$ and $q=k_fw$, we need $I=\int\mathrm{sech}^2t\;e^{iqt}dt$. Raising the contour by $i\pi$ multiplies the integral by $e^{-\pi q}$ and encloses the pole at $i\pi/2$, where $\mathrm{sech}^2t\simeq-1/(t-i\pi/2)^2$. Its residue is $-iqe^{-\pi q/2}$, so

$$I(1-e^{-\pi q})=2\pi q\,e^{-\pi q/2},\qquad I=\frac{\pi q}{\sinh(\pi q/2)} .$$

Both $M'$ and $f$ are odd, so the two interfaces add:

$$J\simeq\frac{3cD}{4M_0^2}\,u(b)^3f(b)\,F,\qquad F=\frac{y}{\sinh y},\quad y=\frac{\pi k_fw}{2}. \tag{5}$$

For $D=0.32$ meV and a thickness at which $|\sin k_fb|=1$, direct integration divided by (5) gives 0.998 for the abrupt and 0.997 for the graded well with $w=1$ nm. At other thicknesses the slope of $u^3$ at the interface adds a term in $\cos k_fb$, which (5) omits. Let $\lambda=|(u^3)'|/u^3$ at $b$. Relative to the amplitude of (5), this term is of order $\lambda/k_f$ in the abrupt well. Grading adds a part of up to $\pi\lambda w/2$, from the linear variation of $u^3$ in (4). Both must be small for (5) to hold. For small $y$, $F\simeq1-y^2/6$, so a thin transition layer does little. For large $y$, $F\simeq2ye^{-y}$. With the other factors held fixed, the rate changes by $F^2$.

In (5) the factor $f(b)\propto\sin k_fb$ expresses interference between the interfaces. The omitted cosine term shifts the minima: for thicknesses near the 16 nm treated below, the lowest abrupt rate does not lie near $\sin k_fb=0$. An abrupt slab of special thickness can still have a low rate, so a fair comparison averages over one period $\pi/k_f$ in $b$.

**Q:** What happens with realistic numbers?

**A:** PbTe suits the model because its bands are nearly mirror images. Take rough values: a gap of 0.32 eV and a mass of $0.20\,m_0$ along the slab normal, [111]. A 16 nm slab lies in a wider-gap lead-salt alloy with a 0.40 eV gap, so $M_0=0.160$ eV, $D=0.040$ eV and $c=0.247$ eV nm. The abrupt slab has $E_0=0.1643$ eV and

$$k_f=\frac{\sqrt{(0.4930)^2-(0.160)^2}}{0.247}\simeq1.89\ \mathrm{nm^{-1}},$$

against $3k_0=0.46\ \mathrm{nm^{-1}}$. Nominal thickness and step height are held fixed while $w$ changes:

| $w$ (nm) | averaged rate / abrupt | $F^2$ |
|---|---|---|
| 1 | 0.32 | 0.094 |
| 2 | 0.024 | 0.00099 |
| 3 | 0.00061 | 0.0000059 |

At $w=3$ nm the rate is about 1600 times lower. The table averages ten sizes; a finer sampling moves the last entry to 0.00062. The average still depends on thickness: centred on 15 nm and 17 nm slabs, the factor is about 900 and 1900. Equation (5) has $y=\pi(1.89)(3)/2\simeq8.9$ and overstates the suppression about a hundredfold. Its premises fail here: in the barrier the product of three envelopes decays at $3\times0.46\simeq1.4\ \mathrm{nm^{-1}}$, which is not small beside $k_f$, and $D/M_0=0.25$ is not small either. Keeping the true $u^3$ and $f$ in (4) gives a ratio of $6\times10^{-5}$, so freezing $u^3$ accounts for one factor of ten, and the approximations behind (4) account for the other.

**Q:** Could the suppression come from the shift of the level instead?

**A:** Grading raises $E_0$ to 0.1665 eV. An abrupt slab with this same energy has $b=6.06$ nm, and its averaged rate is about 8400 times that of the graded slab. The level shift does not explain the suppression.

**Q:** So any grading helps?

**A:** No. The 8 nm slab mentioned earlier has a 0.60 eV barrier gap. Its averaged rate, relative to abrupt, is 1.24 at $w=0.5$ nm, 0.69 at 1 nm and 0.16 at 1.5 nm. There the triple product decays at about $3.0\ \mathrm{nm^{-1}}$, faster than $k_f=2.0\ \mathrm{nm^{-1}}$, so (5) gives no guidance. These numbers show the initial rise but do not isolate its cause. In both slabs, every computed $w$ above $3/k_f$ lowers the averaged rate at least sixfold. At equal $w$ the reduction is larger in the 16 nm slab, whose envelopes vary more slowly.

The grading must also be smooth. In a linear ramp $M'$ jumps at both ends, and by (3) each jump leaves a contribution that falls only as a power of $1/k_f$, not exponentially. The inner end also lies where the confined envelopes are larger than at $b$. A wide linear ramp therefore need not lower the rate at all.

**Q:** How far can I carry the factor of 1600 to a real PbTe nanocrystal?

**A:** Not far. A 16 nm thickness is large for a nanocrystal, and $w=3$ nm means a 10–90 % width of 6.6 nm at each face. Of the corrections computed here, the largest comes from the anisotropic mass. Valleys oblique to the normal have a light mass; with a rough $0.03\,m_0$, $k_f$ is smaller and the suppression falls to about 11. Their Auger rate is also much higher in this model, about $2\times10^3$ times in the abrupt slab and $3\times10^5$ times in the graded one. Their lowest level lies only about 10 meV above that of the valley along the normal, so at 300 K, with strain ignored, the three oblique valleys hold most carriers and dominate the total. The factor of 1600 itself depends strongly on the rough mass assumed along the normal: it is about 300 for $0.15\,m_0$, 4500 for $0.24\,m_0$ and 12000 for $0.30\,m_0$.

A permittivity outside that is 0.8 of the inner value leaves a suppression of about 180. It also lowers the abrupt rate itself to 0.042 of its former value, so the reference is sensitive too. This ratio lies near a cancellation in the abrupt amplitude: the same factor is 0.40 for a ratio of 0.9, 0.21 for 0.7 and 2.4 for 1.2, so the 180 holds for this ratio only. The Coulomb shift, estimated at a few meV, changes $k_f$ by only about 1 %.

At 300 K, $k_BT=26$ meV exceeds the 14 meV to the next level, whose Boltzmann factor is 0.59, so the ground-state rate is not the full thermal rate. Lateral confinement to 30 nm adds about 28 meV for the light mass in the parabolic approximation (slightly less with the two-band dispersion), and sharp side faces would be further sources of momentum that this planar model omits. It also assumes equal band offsets and leaves out remote bands, whose contribution to the inverse mass along the normal would, at fixed band-edge mass, lower $k_f$ and so tend to weaken the suppression. The factor of 1600 therefore belongs to the stated slab, valley and tanh profile; the numerical output lists the remaining values.

## Calculated quantities

```
PbTe gap, rough: 0.32 eV; mass along normal: 0.20 m0
half gap M in well: 0.160 eV; c = hbar v: 0.2469 eV nm
thin slab: 2b=8 nm, barrier gap 0.60 eV, D=0.140 eV
  abrupt: E0=0.1756 eV, 3E0=0.5268 eV
  k0=0.293, 3k0=0.879, kf=2.033 1/nm
  missing kf-3k0=1.154, decay=0.985 1/nm
thick slab: 2b=16 nm, barrier gap 0.40 eV, D=0.040 eV
  abrupt: E0=0.1643 eV, 3E0=0.4930 eV
  k0=0.152, 3k0=0.456, kf=1.889 1/nm
  missing kf-3k0=1.433, decay=0.462 1/nm
E0 graded: thin w=1 nm 0.1791 eV, thick w=3 nm 0.1665 eV
edge density u(b)^2/norm, thin: abrupt 0.0272, w=1 nm 0.0205 1/nm
abrupt tail, computed/law: u 0.9977, v 0.9995
graded decay, w=1 nm: 1.523 nm; pi w/2: 1.571 nm
thin slab, Fourier weight averaged over a k period:
  k=1kf: abrupt 1.579e-03 nm, w=1 nm 1.455e-04 nm
  k=2kf: abrupt 8.092e-05 nm, w=1 nm 1.290e-07 nm
  k=3kf: abrupt 1.737e-05 nm, w=1 nm 8.103e-11 nm
J, thick: abrupt 1.067e-02 nm, w=3 nm -1.056e-04 nm
largest error of J from the gradient: 1.9e-10 nm
weak step D in law test: 0.320 meV
weak-step J, computed/law: abrupt 0.9978, w=1 nm 0.9971
golden rule, largest box/formula mismatch: 0.22 %
thin slab, size-averaged rate/abrupt; weak-step F^2:
  w=0.00 nm: 1.000e+00; 1.000e+00
  w=0.25 nm: 1.106e+00; 8.121e-01
  w=0.50 nm: 1.243e+00; 4.551e-01
  w=1.00 nm: 6.891e-01; 6.894e-02
  w=1.50 nm: 1.596e-01; 6.346e-03
thick slab, size-averaged rate/abrupt; weak-step F^2:
  w=0.00 nm: 1.000e+00; 1.000e+00
  w=0.50 nm: 6.883e-01; 5.035e-01
  w=1.00 nm: 3.199e-01; 9.374e-02
  w=2.00 nm: 2.373e-02; 9.877e-04
  w=3.00 nm: 6.135e-04; 5.884e-06
  w=4.00 nm: 4.398e-05; 2.770e-08
10-90% width of the tanh, in units of w: 2.197
thick slab, suppression at w=3 nm: 1630.0 times
16 nm slab, high barrier, w=3 nm/abrupt: 9.517e-03
thick slab, size period pi/kf in b: 1.663 nm
thick abrupt rate over sizes: min/mean 0.0084, max/mean 1.8704
abrupt b with E0 of thick w=3 nm: 6.064 nm; its rate/graded: 8419.5
mass 0.03 m0, thick w=3 nm/abrupt: 8.862e-02
dielectric ratio 0.8, thick w=3 nm/abrupt: 5.542e-03
same dielectric step, abrupt rate: 0.042 times
Coulomb shift, permittivity 33: 2.73 meV; kf change 0.62 %
next level, thick w=3 nm: 13.8 meV above E0
kT at 300 K: 25.9 meV; Boltzmann factor 0.587
lateral energy, 30 nm edge, mass 0.03 m0: 27.9 meV
```
